# Normalising the hydrogenic radial function with the Laguerre generating function: test program

```python
# Result under test (Hartree atomic units, fixed point nucleus of charge Z):
#   R_nl(r) = N rho^l exp(-rho/2) L_k^(a)(rho),  rho = 2Zr/n, k = n-l-1, a = 2l+1,
#   N^2 = (2Z/n)^3 (n-l-1)! / (2n (n+l)!).
# Modern L_k^(a): sum_k L_k^(a)(x) t^k = G_a(x,t) = (1-t)^(-a-1) exp(-x t/(1-t)).
#   int x^a e^-x L_k^2 = h_k = (k+a)!/k!,  int x^(a+1) e^-x L_k^2 = (2k+a+1) h_k, 2k+a+1 = 2n.
# Old polynomial: old(q,p) = d^p/dx^p [e^x d^q/dx^q (x^q e^-x)] = (-1)^p q! L_(q-p)^(p).
# Hybrid polynomial: (-1)^p old(q,p).
from fractions import Fraction
from math import comb, factorial as fact, sqrt, exp
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants as pc

x, u = sp.symbols('x u')
r, Zs = sp.symbols('r Z', positive=True)

def coeffs(k, a):  # explicit sum, ascending powers
    return [Fraction((-1)**j * comb(k + a, k - j), fact(j)) for j in range(k + 1)]
def value(c, y):
    return sum(float(cj) * y**j for j, cj in enumerate(c))
def modern(k, a, y=x):
    return sum(sp.Rational(c.numerator, c.denominator) * y**j for j, c in enumerate(coeffs(k, a)))
def old(q, p):  # from the Rodrigues definition
    return sp.expand(sp.diff(sp.expand(sp.exp(x) * sp.diff(x**q * sp.exp(-x), x, q)), x, p))
def moment(k1, k2, a, power):  # exact int x^power e^-x L_k1 L_k2, term by term
    return sum(ci * cj * fact(i + j + power)
               for i, ci in enumerate(coeffs(k1, a)) for j, cj in enumerate(coeffs(k2, a)))
def G(a, y, t):
    return (1 - t)**(-a - 1) * np.exp(-y * t / (1 - t))
def taylor(f, m, radius=0.5, points=128):  # Cauchy contour integral
    t = radius * np.exp(2j * np.pi * np.arange(points) / points)
    return (np.fft.fft(f(t))[m] / points).real / radius**m
def norm_const(n, l, Z):
    return sqrt((2 * Z / n)**3 * fact(n - l - 1) / (2 * n * fact(n + l)))
def radial(n, l, Z, y):
    rho = 2 * Z * y / n
    return norm_const(n, l, Z) * rho**l * exp(-rho / 2) * eval_genlaguerre(n - l - 1, 2 * l + 1, rho)
def integrate(f, top):
    return quad(f, 0, top, limit=500, epsabs=1e-12, epsrel=1e-11)[0]

# generating function coefficients against explicit sum and library; domination bound
for a in (0, 1, 3, 5):
    for y in (0.0, 0.7, 4.0, 10.0):
        for k in range(8):
            v = value(coeffs(k, a), y)
            assert abs(taylor(lambda t: G(a, y, t), k) - v) < 1e-9 * max(1, abs(v))
            assert abs(eval_genlaguerre(k, a, y) - v) < 1e-9 * max(1, abs(v))
        total = sum(0.3**k * abs(eval_genlaguerre(k, a, y)) for k in range(40))
        assert total <= G(a, -y, 0.3) * (1 + 1e-12)

# radial equation, symbolic in r and Z
for n in range(1, 6):
    for l in range(n):
        w = r * (2 * Zs * r / n)**l * modern(n - l - 1, 2 * l + 1, 2 * Zs * r / n) * sp.exp(-Zs * r / n)
        res = -sp.diff(w, r, 2) / 2 + (l * (l + 1) / (2 * r**2) - Zs / r + Zs**2 / (2 * n**2)) * w
        assert sp.simplify(sp.expand(res * sp.exp(Zs * r / n))) == 0

# closed forms of the double generating integrals: quadrature and termwise double sum
for a in (1, 3):
    for s, t in ((0.2, 0.3), (-0.3, -0.25), (0.3, -0.1)):
        closed = {a: fact(a) / (1 - s * t)**(a + 1),
                  a + 1: fact(a + 1) * (1 - s) * (1 - t) / (1 - s * t)**(a + 2)}
        for power, target in closed.items():
            numeric = integrate(lambda y: y**power * exp(-y) * G(a, y, s) * G(a, y, t), 200)
            series = sum(float(moment(i, j, a, power)) * s**i * t**j
                         for i in range(15) for j in range(15))
            assert abs(numeric / target - 1) < 1e-9 and abs(series / target - 1) < 1e-9

# exact integrals, band structure, split of 2k+a+1, recurrence
def part_from_one(k, a):
    return sp.diff(fact(a + 1) / (1 - u)**(a + 2), u, k).subs(u, 0) / fact(k)
def part_from_st(k, a):
    return sp.diff(fact(a + 1) * u / (1 - u)**(a + 2), u, k).subs(u, 0) / fact(k)
for a in range(0, 8):
    for k in range(6):
        h = fact(k + a) // fact(k)
        assert moment(k, k, a, a) == h and moment(k, k, a, a + 1) == (2 * k + a + 1) * h
        assert moment(k, k + 1, a, a) == 0 and moment(k, k + 2, a, a) == 0
        assert moment(k, k + 1, a, a + 1) == -fact(k + a + 1) // fact(k)
        assert moment(k, k + 2, a, a + 1) == 0 and moment(k, k + 3, a, a + 1) == 0
        if k > 0:
            assert part_from_one(k, a) == (k + a + 1) * h and part_from_st(k, a) == k * h
            assert sp.expand(x * modern(k, a) + (k + 1) * modern(k + 1, a)
                             - (2 * k + a + 1) * modern(k, a) + (k + a) * modern(k - 1, a)) == 0

# old convention: relation, generating function, integral
def poly_moment(expr, power):
    return sum(c * fact(m[0] + power) for m, c in sp.Poly(sp.expand(expr), x).terms())
for q in range(1, 8):
    for p in range(1, q + 1):
        o = old(q, p)
        assert sp.expand(o - (-1)**p * fact(q) * modern(q - p, p)) == 0
        ref = float(o.subs(x, 1.3)) / fact(q)
        assert abs(taylor(lambda t: (-t)**p * G(p, 1.3, t), q) - ref) < 1e-9 * max(1, abs(ref))
        assert poly_moment(o**2, p + 1) == (2 * q - p + 1) * fact(q)**3 // fact(q - p)

# normalisation, <1/r>, sign at the origin, orthogonality in n, by quadrature in r
for Z in (1, 2, 3):
    for n in range(1, 7):
        top = 100 * (n + 1) / Z
        for l in range(n):
            assert abs(integrate(lambda y: (radial(n, l, Z, y) * y)**2, top) - 1) < 1e-9
            assert abs(integrate(lambda y: radial(n, l, Z, y)**2 * y, top) - Z / n**2) < 1e-9
            assert abs(integrate(lambda y: radial(n, l, Z, y) * radial(n + 1, l, Z, y) * y * y, top)) < 1e-9
            assert radial(n, l, Z, 1e-3) > 0

# worked example: hydrogen 4p
Z, n, l, r0 = 1, 4, 1, 2.0
k, a, q = n - l - 1, 2 * l + 1, n + l
def finite_difference(step, box=140.0):
    grid = step * np.arange(1, int(round(box / step)))
    diag = 1 / step**2 + l * (l + 1) / (2 * grid**2) - Z / grid
    e, v = eigh_tridiagonal(diag, -0.5 / step**2 * np.ones(len(grid) - 1),
                            select='i', select_range=(k, k))
    v = v[:, 0] / sqrt(step * np.sum(v[:, 0]**2))
    v = v * np.sign(v[20])
    return np.array([e[0], v[int(round(r0 / step)) - 1] / r0, step * np.sum(v**2 / grid)])
E_fd, R_fd, inv_fd = (4 * finite_difference(0.01) - finite_difference(0.02)) / 3
E, N, R0, rho0 = -Z**2 / (2 * n**2), norm_const(n, l, Z), radial(n, l, Z, r0), 2 * Z * r0 / n
assert abs(E_fd - E) < 1e-6 and abs(R_fd - R0) < 1e-6 and abs(inv_fd - Z / n**2) < 1e-6

old_poly = old(q, a)
old_f = sp.lambdify(x, old_poly)
mod_f = lambda y: value(coeffs(k, a), y)
N_old = -sqrt((2 * Z / n)**3 * fact(k) / (2 * n * fact(q)**3))
def norm_of(const, poly):
    return integrate(lambda y: (const * (2 * Z * y / n)**l * exp(-Z * y / n)
                                * poly(2 * Z * y / n) * y)**2, 400)
R0_old = N_old * rho0**l * exp(-rho0 / 2) * old_f(rho0)
assert abs(R0_old - R_fd) < 1e-6 and abs(norm_of(N_old, old_f) - 1) < 1e-9
no_2n = norm_of(sqrt((2 * Z / n)**3 / float(moment(k, k, a, a))), mod_f)
mix1, mix2 = norm_of(N, old_f), norm_of(N_old, mod_f)
assert abs(no_2n / (2 * n) - 1) < 1e-9
assert abs(mix1 / fact(q)**2 - 1) < 1e-9 and abs(mix2 * fact(q)**2 - 1) < 1e-7

bohr_nm = pc['Bohr radius'][0] * 1e9
hartree_eV = pc['Hartree energy in eV'][0]
hk, J = moment(k, k, a, a), moment(k, k, a, a + 1)
print(f"Z = {Z}, n = {n}, l = {l}, k = {k}, alpha = p = {a}, q = {q}, q! = {fact(q)}")
print(f"rho per r = {2 * Z / n:.4f} 1/bohr; (2Z/n)^3 = {(2 * Z / n)**3:.4f} 1/bohr^3")
print("modern polynomial:", modern(k, a))
print("old polynomial:", old_poly)
print("hybrid polynomial:", sp.expand((-1)**a * old_poly))
print("modern polynomial squared:", sp.expand(modern(k, a)**2))
print(f"h_k (weight x^alpha) = {hk} (dimensionless)")
print(f"J (weight x^(alpha+1)) = {J} (dimensionless); J/h_k = {J / hk}")
print(f"part of J from 1 = {part_from_one(k, a)}; from st = {part_from_st(k, a)}")
print(f"J_(k,k+1) at equal scale = {moment(k, k + 1, a, a + 1)} (dimensionless)")
print(f"J with old polynomial = {poly_moment(old_poly**2, a + 1)} (dimensionless)")
print(f"N modern = {N:.8f} bohr^-3/2 = {N / bohr_nm**1.5:.6f} nm^-3/2")
print(f"N old = {N_old:.8e} bohr^-3/2; N hybrid = {-N_old:.8e} bohr^-3/2")
print(f"r0 = {r0} bohr, rho0 = {rho0:.4f}, exp(-rho0/2) = {exp(-rho0 / 2):.8f}")
print(f"modern polynomial at rho0 = {mod_f(rho0):.4f}; old = {old_f(rho0):.4f}")
print(f"R(r0) modern = {R0:.8f} bohr^-3/2; old = {R0_old:.8f} bohr^-3/2")
print("finite differences: steps 0.02 and 0.01 bohr, box 140 bohr, Richardson")
print(f"R(r0) finite differences = {R_fd:.7f} bohr^-3/2")
print(f"E formula = {E:.8f} hartree = {E * hartree_eV:.6f} eV; finite differences = {E_fd:.7f} hartree")
print(f"<1/rho> = {float(hk / J):.6f}; <1/r> = {2 * Z / n * float(hk / J):.6f} 1/bohr")
print(f"<1/r> finite differences = {inv_fd:.7f} 1/bohr; <V> = {-Z * inv_fd:.7f} hartree")
print(f"norm with factor 2n dropped = {no_2n:.6f}")
print(f"norm, modern N with old polynomial = {mix1:.4f}")
print(f"norm, old N with modern polynomial = {mix2:.6e}")
print(f"1 bohr = {bohr_nm:.8f} nm; 1 hartree = {hartree_eV:.6f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Z = 1, n = 4, l = 1, k = 2, alpha = p = 3, q = 5, q! = 120
rho per r = 0.5000 1/bohr; (2Z/n)^3 = 0.1250 1/bohr^3
modern polynomial: x**2/2 - 5*x + 10
old polynomial: -60*x**2 + 600*x - 1200
hybrid polynomial: 60*x**2 - 600*x + 1200
modern polynomial squared: x**4/4 - 5*x**3 + 35*x**2 - 100*x + 100
h_k (weight x^alpha) = 60 (dimensionless)
J (weight x^(alpha+1)) = 480 (dimensionless); J/h_k = 8
part of J from 1 = 360; from st = 120
J_(k,k+1) at equal scale = -360 (dimensionless)
J with old polynomial = 6912000 (dimensionless)
N modern = 0.01613743 bohr^-3/2 = 1.325662 nm^-3/2
N old = -1.34478588e-04 bohr^-3/2; N hybrid = 1.34478588e-04 bohr^-3/2
r0 = 2.0 bohr, rho0 = 1.0000, exp(-rho0/2) = 0.60653066
modern polynomial at rho0 = 5.5000; old = -660.0000
R(r0) modern = 0.05383316 bohr^-3/2; old = 0.05383316 bohr^-3/2
finite differences: steps 0.02 and 0.01 bohr, box 140 bohr, Richardson
R(r0) finite differences = 0.0538332 bohr^-3/2
E formula = -0.03125000 hartree = -0.850356 eV; finite differences = -0.0312500 hartree
<1/rho> = 0.125000; <1/r> = 0.062500 1/bohr
<1/r> finite differences = 0.0625000 1/bohr; <V> = -0.0625000 hartree
norm with factor 2n dropped = 8.000000
norm, modern N with old polynomial = 14400.0000
norm, old N with modern polynomial = 6.944444e-05
1 bohr = 0.05291772 nm; 1 hartree = 27.211386 eV
ALL CHECKS PASSED
```
